\section*{Heat conductance of a phonon subband with a high cutoff}

\section{What one subband carries}

\textbf{Q.} A thin beam joins two heat baths. One of its phonon subbands starts at a frequency so high that thermal phonons hardly reach it. I would write its heat conductance as a constant times a Boltzmann factor and stop there. Can you do better without knowing the dispersion?

\textbf{A.} Yes, under stated conditions. Let the beam be uniform, and let $\omega(k)$ be the angular frequency of the subband at wavevector $k$ along the beam. I assume for now that $\omega$ rises monotonically with $|k|$ from its lowest value $\omega_c$, the cutoff, and that every phonon of the subband that enters at one end leaves at the other.

In a beam of length $L$ the allowed wavevectors are spaced by $2\pi/L$, so there are $L\,dk/2\pi$ modes in $dk$. Each holds an energy $\hbar\omega n$ spread over the length $L$, and this energy moves at the group velocity $v_g=d\omega/dk$. The length cancels, and the right-movers fed by a bath at temperature $T$ carry the power
\begin{equation}
J(T)=\int_{v_g>0}\frac{dk}{2\pi}\,\hbar\omega\,v_g\,n(\omega,T),
\qquad n=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\label{current}
\end{equation}
The left-movers are fed by the other bath, so the net heat flow is $J(T_1)-J(T_2)$. A zero-point term $\tfrac12\hbar\omega$ would be the same in both currents and would cancel.

\textbf{Q.} The group velocity is in there, and it vanishes at the bottom of the subband. Surely the shape of the dispersion matters.

\textbf{A.} It drops out. For a monotonic subband the right-movers are the states with $k>0$, and on them $v_g\,dk=d\omega$. Slow phonons are densely spaced in frequency by the same factor by which they are slow. Hence
\begin{equation}
J(T)=\frac{1}{2\pi}\int_{\omega_c}^{\infty}\hbar\omega\,n(\omega,T)\,d\omega .
\label{currentomega}
\end{equation}
The upper limit is infinite because I take the top of the subband to lie many $k_BT$ above its bottom.

This was tested on two shapes, $\omega=\sqrt{\omega_c^2+v^2k^2}$ and $\omega=\omega_c(1+k^2/2k_c^2)$ with $k_c=\omega_c/v$, where $v$ is a sound speed. At $\hbar\omega_c/k_BT=7.199$, the integral (\ref{current}) over wavevector, differenced in temperature, gave for both the conductance that follows from (\ref{currentomega}), to within one part in $10^5$.

\section{From current to conductance}

\textbf{Q.} Then take the temperature derivative, and show me where each factor goes.

\textbf{A.} For a small temperature difference the conductance is $G=dJ/dT$, a total in W/K and not a conductivity. The limit $\omega_c$ does not depend on $T$, so only $n$ is differentiated. Put $u=\hbar\omega/k_BT$. At fixed $\omega$ we have $\partial u/\partial T=-u/T$, and $dn/du=-e^u/(e^u-1)^2$. The two minus signs cancel:
\begin{equation}
\frac{\partial n}{\partial T}=\frac{u}{T}\,\frac{e^u}{(e^u-1)^2}.
\end{equation}
Now insert $\hbar\omega=k_BTu$ and $d\omega=(k_BT/\hbar)\,du$, and write $x=\hbar\omega_c/k_BT$:
\begin{align}
G&=\frac{1}{2\pi}\int_x^\infty (k_BTu)\,\frac{u}{T}\,\frac{e^u}{(e^u-1)^2}\,\frac{k_BT}{\hbar}\,du
=\frac{k_B^2T}{h}\,S(x),\\
S(x)&=\int_x^\infty\frac{u^2e^u}{(e^u-1)^2}\,du .
\label{S}
\end{align}
The $2\pi$ has turned $\hbar$ into $h$. So far nothing has been assumed about the size of $x$.

\textbf{Q.} I want the case $x\gg1$. Do you just replace the Bose function by an exponential?

\textbf{A.} That gives the leading term, but a series also gives the error. Differentiating $\sum_{n\ge0} z^n=1/(1-z)$ and multiplying by $z$ gives $\sum_{n\ge1} nz^n=z/(1-z)^2$. With $z=e^{-u}$,
\begin{equation}
\frac{e^u}{(e^u-1)^2}=\frac{e^{-u}}{(1-e^{-u})^2}=\sum_{n=1}^{\infty}n\,e^{-nu}.
\end{equation}
All terms are positive, so the sum may be integrated term by term. Two integrations by parts give
\begin{align}
\int_x^\infty u^2\,n e^{-nu}\,du
&=x^2e^{-nx}+2\int_x^\infty u\,e^{-nu}\,du\nonumber\\
&=x^2e^{-nx}+\frac{2x}{n}e^{-nx}+\frac2n\int_x^\infty e^{-nu}\,du\nonumber\\
&=\left(x^2+\frac{2x}{n}+\frac{2}{n^2}\right)e^{-nx}.
\label{term}
\end{align}
The term $n=1$ is the answer for a high cutoff:
\begin{equation}
G\simeq\frac{k_B^2T}{h}\,(x^2+2x+2)\,e^{-x},\qquad x\gg1 .
\label{main}
\end{equation}

\textbf{Q.} Why three terms in the bracket? If $x$ is large, $x^2$ should be enough.

\textbf{A.} The corrections to $x^2$ fall only as $2/x$, whereas the terms dropped from the series are exponentially small. To see what the bracket means, write $u=x+s$, where $s$ is the energy above the cutoff in units of $k_BT$. Then
\begin{equation}
\int_x^\infty u^2e^{-u}du=e^{-x}\int_0^\infty(x^2+2xs+s^2)\,e^{-s}\,ds
=e^{-x}(x^2+2x+2),
\end{equation}
because the averages of $s$ and $s^2$ over $e^{-s}$ are 1 and 2. One factor of $u$ is the energy a phonon carries, and the other comes from the response of its occupation to temperature. The terms $2x+2$ account for phonons that lie above the cutoff by an energy of order $k_BT$.

\section{How large the cutoff must be}

\textbf{Q.} You said the series gives the error. Does (\ref{main}) lie above or below the exact integral?

\textbf{A.} Below, since every omitted term is positive. For $n\ge2$ the bracket in (\ref{term}) is smaller than $x^2+2x+2$. Relative to the leading form, the excess of the exact value therefore obeys
\begin{equation}
0<\frac{S(x)}{(x^2+2x+2)e^{-x}}-1<\sum_{n=2}^\infty e^{-(n-1)x}=\frac{1}{e^x-1}.
\label{bound}
\end{equation}
The exact excess reaches 1\,\% at $x=4.40$, so ``far above thermal energy'' means a cutoff of four or five $k_BT$ if an error of about one per cent is acceptable.

\textbf{Q.} And if the cutoff goes to zero? The same theory should then give the conductance quantum.

\textbf{A.} The whole series does. Using $\sum e^{-nx}=1/(e^x-1)$, $\sum e^{-nx}/n=-\ln(1-e^{-x})$ and the dilogarithm $\mathrm{Li}_2(z)=\sum z^n/n^2$, we get
\begin{equation}
S(x)=\frac{x^2}{e^x-1}-2x\ln(1-e^{-x})+2\,\mathrm{Li}_2(e^{-x}).
\label{closed}
\end{equation}
As $x\to0$ the first two terms vanish and the last tends to $2\pi^2/6$. This gives $G=\pi^2k_B^2T/3h$, the conductance quantum of a massless channel. The leading form would give 2 in place of $\pi^2/3=3.29$, so it must not be used there.

\textbf{Q.} Can you reach (\ref{main}) by another route, so that I need not trust the integration by parts?

\textbf{A.} Compute the current first and differentiate afterwards. For $x\gg1$, (\ref{currentomega}) becomes
\begin{equation}
J\simeq\frac{(k_BT)^2}{h}\int_x^\infty u\,e^{-u}\,du=\frac{(k_BT)^2}{h}(x+1)e^{-x}.
\end{equation}
At fixed $\omega_c$, $dx/dT=-x/T$, and $\frac{d}{dx}[(x+1)e^{-x}]=-xe^{-x}$. Thus
\begin{equation}
\frac{dJ}{dT}\simeq\frac{k_B^2}{h}\left[2T(x+1)+T^2(-x)\left(-\frac{x}{T}\right)\right]e^{-x}
=\frac{k_B^2T}{h}(x^2+2x+2)e^{-x}.
\end{equation}

\section{A beam with numbers}

\textbf{Q.} Give me a case with a length scale in it. Where would the cutoff come from?

\textbf{A.} Take a suspended silicon nitride beam with rough round parameters: width $w=100$ nm, thickness 60 nm, length $L=1000$ nm, shear speed $v=6000$ m/s, at $T=0.2$ K. Treat the material as isotropic and consider displacement along the beam axis that varies only across the width. At $k=0$ it obeys the scalar wave equation with speed $v$. The side faces are free of stress, so the slope of the displacement vanishes there. The lowest nonuniform solution is $\cos(\pi y/w)$, with $y$ measured from one side face, and
\begin{equation}
\omega_c=\frac{\pi v}{w},\qquad
\frac{\omega_c}{2\pi}=\frac{v}{2w}=\frac{6000\ \mathrm{m/s}}{2\times10^{-7}\ \mathrm{m}}=30\ \mathrm{GHz}.
\end{equation}
In temperature units this is $\hbar\omega_c/k_B=1.440$ K, so $x=1.440/0.2=7.199$ before rounding. The bracket is $51.82+14.40+2=68.22$, and $e^{-x}=7.474\times10^{-4}$. With $k_B^2T/h=57.54$ fW/K,
\begin{equation}
G\simeq57.54\times68.22\times7.474\times10^{-4}\ \mathrm{fW/K}=2.934\ \mathrm{fW/K}.
\end{equation}
The exact integral gives 2.936 fW/K. The relative excess is $6.5\times10^{-4}$, inside the bound (\ref{bound}) of $7.5\times10^{-4}$. Keeping $x^2$ alone would give 2.229 fW/K, which is 24\,\% below the leading form.

\textbf{Q.} Is 3 fW/K a lot?

\textbf{A.} Not beside the channels without a cutoff. A free beam has four of them: one longitudinal, one torsional and two flexural. If all four transmit perfectly they carry $4\times189.3=757$ fW/K at this temperature, and our subband adds 0.39\,\% of that. The 757 fW/K is an upper limit: typical thermal wavelengths of the shear and longitudinal waves, about 0.8 to 1.3 $\mu$m, are comparable to $L$. In a two-dimensional scalar guide that opens abruptly into leads 10 to 20 times wider, a massless mode loses about half of its conductance, and the subband's share stays near 0.3\,\%. The conductance of the subband grows quickly on warming, as the table shows for a fixed cutoff. The last column is the excess of the exact value relative to the leading form.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $x$ & leading (fW/K) & exact (fW/K) & excess (\%)\\
0.1 & 14.40 & 0.00383 & 0.00383 & 0.00005\\
0.2 & 7.20 & 2.934 & 2.936 & 0.065\\
0.3 & 4.80 & 24.62 & 24.78 & 0.68\\
0.5 & 2.88 & 129.7 & 135.2 & 4.3\\
1.0 & 1.44 & 474.0 & 554.7 & 17
\end{tabular}
\end{center}

\textbf{Q.} How steep is that growth?

\textbf{A.} Differentiate the leading form. The derivative of $(x^2+2x+2)e^{-x}$ is $(2x+2-x^2-2x-2)e^{-x}=-x^2e^{-x}$, so
\begin{equation}
\left.\frac{\partial\ln G}{\partial\ln x}\right|_T\simeq-\frac{x^3}{x^2+2x+2},\qquad
\left.\frac{\partial\ln G}{\partial\ln T}\right|_{\omega_c}\simeq1+\frac{x^3}{x^2+2x+2}.
\end{equation}
The added 1 comes from the prefactor $T$, and the sign changes because $x\propto1/T$. At $x=7.199$ the slopes are $-5.47$ and $6.47$. Near 0.2 K the conductance thus resembles a power law $T^{6.5}$, but the exponent itself depends on temperature and rises on cooling.

The first slope is a warning about input data. With the temperature and width fixed, a sound speed 10\,\% lower multiplies $G$ by 1.72, and one 10\,\% higher multiplies it by 0.57. The third and fourth digits above serve to compare formulas; as an estimate for a beam, the result is ``about 3 fW/K''.

\section{Where the assumptions give way}

\textbf{Q.} You assumed a monotonic subband. What if the minimum lies away from $k=0$?

\textbf{A.} Then there are two valleys, at $\pm k_1$, with a local maximum of frequency $\omega_0$ at $k=0$. Between the dip frequency and $\omega_0$ there are two right-moving states at each frequency: one on the outer side of the right valley and one on the inner side of the left valley. Above $\omega_0$ only the outer one remains. If both transmit perfectly, then with $x_d$ and $x_0$ the reduced dip and $k=0$ frequencies,
\begin{equation}
S\to S(x_d)+[S(x_d)-S(x_0)]=2S(x_d)-S(x_0).
\end{equation}
With $\omega_0$ held at 30 GHz, a dip of 5\,\% raises the conductance by a factor 1.62. The 5\,\% is an illustration. Away from $k=0$ axial shear couples to other motions, but for this beam, with a Poisson ratio of 0.25 to 0.28, the full isotropic elastic dispersion of the 30 GHz subband still rises monotonically; a dip of about 4\,\% occurs in a higher subband that starts near 48 GHz.

A top at a finite $x_t$ works the other way: it removes the phonons above it, and $S(x)$ becomes $S(x)-S(x_t)$. The formula (\ref{main}) needs $S(x_t)\ll S(x)$.

\textbf{Q.} My main doubt is the perfect transmission. The beam ends somewhere, and phonons just above the cutoff are slow.

\textbf{A.} That doubt is justified. As a rough model, join the guide abruptly to leads that carry one massless scalar mode. At frequency $\omega$ the wavevector is $k_0=\omega/v$ in the leads and $k=\sqrt{k_0^2-k_c^2}$ in the guide, with $k_c=\omega_c/v$. Let the incident amplitude be 1, the reflected one $r$, and the field at the far end $t$. The field $\psi$ and its slope are continuous. At $z=L$ they are $t$ and $ik_0t$, so inside the guide
\begin{equation}
\psi(z)=t\left[\cos k(z-L)+\frac{ik_0}{k}\sin k(z-L)\right].
\end{equation}
At $z=0$, $\psi=1+r$ and $\psi'=ik_0(1-r)$. Eliminating $r$,
\begin{equation}
2=\psi(0)+\frac{\psi'(0)}{ik_0}
=t\left[2\cos kL-i\left(\frac{k_0}{k}+\frac{k}{k_0}\right)\sin kL\right].
\end{equation}
The leads are alike, so the transmission is $\mathcal T=|t|^2$. Taking the squared modulus for real $k$, and using $\cos^2=1-\sin^2$ and $k_0^2-k^2=k_c^2$,
\begin{equation}
\frac1{\mathcal T}=1+\frac14\left(\frac{k_0}{k}-\frac{k}{k_0}\right)^2\sin^2kL
=1+\frac{k_c^4\sin^2kL}{4k_0^2k^2}.
\label{trans}
\end{equation}
Below the cutoff $k=i\kappa$, and $\sin^2(kL)/k^2$ becomes $\sinh^2(\kappa L)/\kappa^2$.

At the cutoff itself $k\to0$ and $k_0=k_c$, so $\mathcal T=1/[1+(k_cL)^2/4]$. Here $k_cL=10\pi$, which gives $\mathcal T=0.004$. Phonons right at the cutoff are thus almost all reflected. Higher up the transmission oscillates, and by (\ref{trans}) it reaches 1 wherever $kL$ is a nonzero multiple of $\pi$. Reflection in this region matters, because 54\,\% of the ideal conductance comes from within $k_BT$ of the cutoff. Weighting the integrand of (\ref{S}) with (\ref{trans}) gives 2.06 fW/K from above the cutoff. The mean transmission is 0.70, a loss of 30\,\%.

\textbf{Q.} Does tunnelling below the cutoff make up for it?

\textbf{A.} No. As $\omega$ falls below $\omega_c$, $\kappa$ grows and $k_0$ shrinks, so $\mathcal T$ drops further from 0.004. Tunnelling adds $1.2\times10^{-4}$ fW/K in this model. That figure and the value 0.004 depend on the curvature assumed for the subband. The full elastic dispersion of the 30 GHz subband is stiffer, with an effective speed of about $1.8v$ near $k=0$. Using that speed in leads and guide gives $\mathcal T=0.013$ at the cutoff and $1.2\times10^{-3}$ fW/K from tunnelling, which is still negligible, while the mean transmission stays at 0.70.

\textbf{Q.} And a real measurement needs a finite temperature difference.

\textbf{A.} With baths at 0.21 and 0.19 K, the heat flow divided by the difference $\Delta T=0.02$ K is the average of $G$ over that interval. Since $G(T)$ curves upward, the average exceeds the value at the middle. The leading form gives $dG/dT=(k_B^2/h)(x^3+x^2+2x+2)e^{-x}$. One more derivative, with $dx/dT=-x/T$, gives $d^2G/dT^2=(k_B^2/hT)\,x^3(x-2)e^{-x}$. The average of $(T'-T)^2/2$ over the interval is $\Delta T^2/24$, so the relative change is
\begin{equation}
\frac{x^3(x-2)}{x^2+2x+2}\,\frac{1}{24}\left(\frac{\Delta T}{T}\right)^2
=5.47\times5.20\times\frac{0.01}{24}=1.2\,\% .
\end{equation}
The full currents also give 1.2\,\%.

\textbf{Q.} So how far would you trust 3 fW/K for an actual beam?

\textbf{A.} As an order of magnitude for this one subband. Suspended nitride beams are used below 1 K, and the dimensions and sound speed here are meant as rough values for such structures. Real beams break the assumption of perfect transmission. Abrupt ends cost 30\,\% in the one-dimensional model above, which ignores the transverse shape of the mode, and the figure depends on the contact model: a two-dimensional scalar guide with free edges that opens abruptly into leads 10 to 20 times wider loses more than half; a gradual widening should reflect less, though I have not computed one, and scattering by rough surfaces is also left out. A sound speed 10\,\% lower raises the result by more than half, as the factor 1.72 shows; the factor 1.62 applies only to a subband that has the assumed dip.

Other subbands add their own terms. Axial shear across the thickness has $x=12.0$ and gives 0.060 fW/K, and the second shear subband across the width gives 0.008 fW/K, both at perfect transmission. Axial shear that varies across both width and thickness has $x=14.0$ and gives 0.011 fW/K. These are not the largest additions. For a Poisson ratio of 0.25 to 0.28, bending across the width starts at 34 to 35 GHz and carries 1.2 to 1.3 fW/K, and all subbands with a cutoff together carry about 4.5 fW/K at perfect transmission. A prediction of the total conductance needs that full spectrum; (\ref{main}) then gives the contribution of each well-transmitted, monotonic subband whose cutoff is several $k_BT$ or more. The numerical output below lists the values for the single-subband formulas and the one-dimensional contact model.

\section*{Numbers as computed}
\begin{verbatim}
beam width                         100 nm
beam thickness                     60 nm
beam length                        1000 nm
shear speed (rough)                6000 m/s
temperature                        0.20 K
cutoff frequency w_c/(2 pi)        30.00 GHz
cutoff energy over kB              1.4398 K
x                                  7.1989
exp(-x)                            7.4743e-04
x^2+2x+2                           68.221
(x^2+2x+2)exp(-x)                  0.050991
S(x), exact                        0.051024
kB^2 T/h                           57.536 fW/K
G, leading form                    2.9338 fW/K
G, exact integral                  2.9357 fW/K
relative excess of exact G         6.526e-04
bound 1/(e^x-1)                    7.480e-04
G from x^2 exp(-x) alone           2.2286 fW/K
conductance quantum at T           189.29 fW/K
four massless channels             757.1 fW/K
subband over four massless         0.388 %
share within kB T above cutoff     53.8 %
d ln G/d ln T                      6.469
d ln G/d ln x at fixed T           -5.469
x where leading form is 1 % low    4.399
table: T (K), x, G leading (fW/K), G exact (fW/K), excess (%)
  0.1   14.398     0.00383     0.00383  0.00005
  0.2    7.199     2.93382     2.93574  0.06526
  0.3    4.799    24.61585    24.78299  0.67901
  0.5    2.880   129.66071   135.23638  4.30019
  1.0    1.440   473.98609   554.68583  17.02576
neglected effects at the example temperature:
G with abrupt contacts, above w_c  2.0632 fW/K
mean transmission above w_c        0.7028
G from tunnelling below w_c        1.199e-04 fW/K
G factor, speed 10 % lower         1.716
G factor, speed 10 % higher        0.575
G factor, 5 % dip away from k=0    1.625
x of thickness shear subband       11.998
G of thickness shear subband       0.0602 fW/K
G of second width shear subband    7.653e-03 fW/K
bath temperature difference        0.02 K
heat flow over difference          2.9706 fW/K
change from linear response        1.19 %
\end{verbatim}
